# Duality and the Hall effect in two-phase conducting films, part 1

(Sections cited here and not found follow in the second part.)

## First half: exchanging the two phases

A thin film consists of patches of two conducting phases, numbered 1 and 2. A steady current flows in the plane of the film, and a steady magnetic field may be applied along $+z$. In each phase the sheet current density $\mathbf j$ and the electric field $\mathbf E$ obey

$$\mathbf j=(s+hJ)\,\mathbf E,\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix},$$

where $s=\sigma_{xx}>0$ and $h=\sigma_{xy}$, so that $\sigma_{yx}=-h$. The values are $s_1,h_1$ in phase 1 and $s_2,h_2$ in phase 2. The matrix $J$ turns a vector by a right angle, $J\mathbf F=(F_y,-F_x)$, and $J^2=-1$.

This local law needs patches much larger than the mean free path of the carriers. The boundaries between patches are taken to have no resistance of their own. The film is much larger than a patch, and it is treated as the periodic repetition of a large cell. Angle brackets denote the average over that cell.

### (a) Which equations do the fields obey, what is the effective conductivity, and what does a quarter turn do to the fields?

**Solution.** In a steady state,

$$\partial_xE_y-\partial_yE_x=0,\qquad \partial_xj_x+\partial_yj_y=0 .$$

I call the first expression $\operatorname{curl}\mathbf E$ and the second $\operatorname{div}\mathbf j$. At a boundary between phases, the tangential component of $\mathbf E$ and the normal component of $\mathbf j$ are continuous.

A periodic curl-free field is its average plus the gradient of a periodic function, $\mathbf E=\langle\mathbf E\rangle-\nabla\chi$. For any such $\mathbf E$ and any periodic divergence-free $\mathbf j$,

$$\langle\mathbf E\cdot\mathbf j\rangle=\langle\mathbf E\rangle\cdot\langle\mathbf j\rangle-\langle\nabla\cdot(\chi\mathbf j)\rangle=\langle\mathbf E\rangle\cdot\langle\mathbf j\rangle. \tag{1}$$

The first equality uses $\nabla\chi\cdot\mathbf j=\nabla\cdot(\chi\mathbf j)$, valid because $\operatorname{div}\mathbf j=0$. The last average vanishes because the flux of a periodic vector through opposite sides of the cell cancels.

The average field determines the solution. If two solutions had the same $\langle\mathbf E\rangle$, their difference $\mathbf D$ would have zero average, and (1) would give $\langle\mathbf D\cdot(s+hJ)\mathbf D\rangle=0$. Since $\mathbf D\cdot J\mathbf D=0$, this reads $\langle s|\mathbf D|^2\rangle=0$, hence $\mathbf D=0$. The problem is linear, so the average current is a linear function of the average field:

$$\langle\mathbf j\rangle=\Sigma\,\langle\mathbf E\rangle .$$

The matrix $\Sigma$ is the effective conductivity. Two of its properties follow from (1).

First, it is dissipative: $\langle\mathbf E\rangle\cdot\Sigma\langle\mathbf E\rangle=\langle s|\mathbf E|^2\rangle>0$.

Second, if $h=0$ everywhere, $\Sigma$ is symmetric. For two solutions $A$ and $B$, equation (1) gives $\langle\mathbf E_A\rangle\cdot\Sigma\langle\mathbf E_B\rangle=\langle s\,\mathbf E_A\cdot\mathbf E_B\rangle$, and the right side does not change when $A$ and $B$ are interchanged.

Now turn the fields by a right angle. With $J\mathbf j=(j_y,-j_x)$ and $J\mathbf E=(E_y,-E_x)$,

$$\operatorname{curl}(J\mathbf j)=-\partial_xj_x-\partial_yj_y=-\operatorname{div}\mathbf j=0,$$
$$\operatorname{div}(J\mathbf E)=\partial_xE_y-\partial_yE_x=\operatorname{curl}\mathbf E=0 .$$

A turned current is therefore a possible electric field, and a turned electric field is a possible current. The boundary conditions agree with this. If $\mathbf n$ is the normal, then $J\mathbf n$ is a tangent. The component of $J\mathbf j$ along $J\mathbf n$ equals $\mathbf j\cdot\mathbf n$, which is continuous. The component of $J\mathbf E$ along $\mathbf n$ equals $-\mathbf E\cdot J\mathbf n$, which is continuous too. This exchange is special to two dimensions, where a gradient field and a divergence-free field are each described by one scalar function.

### (b) Let $h_1=h_2=0$. The film is isotropic on the large scale, and exchanging the phases leaves its effective conductivity unchanged. Find that conductivity.

**Solution.** Take a solution $\mathbf E,\mathbf j$ in the given film and define

$$\mathbf E'=J\mathbf j,\qquad \mathbf j'=s_1s_2\,J\mathbf E .$$

By part (a), $\mathbf E'$ is curl-free and $\mathbf j'$ is divergence-free. Where the original phase is 1, $\mathbf j=s_1\mathbf E$, so $\mathbf E'=s_1J\mathbf E$ and

$$\mathbf j'=s_1s_2J\mathbf E=s_2\mathbf E'.$$

Where the original phase is 2, the same steps give $\mathbf j'=s_1\mathbf E'$. The primed fields thus solve the conduction problem in the film with its phases exchanged. (The units of the primed fields differ from those of the original ones. A common constant factor in $\mathbf E'$ and $\mathbf j'$ repairs this and does not affect their ratio.)

Let $\sigma_e$ be the effective conductivity of the given film and $\tilde\sigma_e$ that of the exchanged film. Averaging the definitions gives

$$\langle\mathbf E'\rangle=J\langle\mathbf j\rangle=\sigma_eJ\langle\mathbf E\rangle,\qquad \langle\mathbf j'\rangle=s_1s_2J\langle\mathbf E\rangle .$$

Since $\langle\mathbf j'\rangle=\tilde\sigma_e\langle\mathbf E'\rangle$,

$$\sigma_e\,\tilde\sigma_e=s_1s_2 . \tag{2}$$

Up to this point only isotropy has been used. Exchange symmetry means $\tilde\sigma_e=\sigma_e$, and the positive root is

$$\boxed{\;\sigma_e=\sqrt{s_1s_2}\;}$$

This is Dykhne's result. It does not depend on the shape of the patches. A checkerboard qualifies: shifting it by one square exchanges the phases, and a quarter turn about the centre of a square leaves it unchanged. A large random film qualifies if its statistics are isotropic and are the same after exchange, provided that the conductivity of a large sample no longer varies from sample to sample.

If $s_2\to0$ at fixed $s_1$, then $\sigma_e\to0$ as $\sqrt{s_2}$. The good conductor in such a film forms no path that carries current without help from the poor one.

### (c) What remains of this result if the film is not isotropic?

**Solution.** Keep $h_1=h_2=0$, and let $\Sigma$ and $\tilde\Sigma$ be the effective matrices before and after exchange. The averages are now

$$\langle\mathbf E'\rangle=J\Sigma\langle\mathbf E\rangle,\qquad\langle\mathbf j'\rangle=s_1s_2J\langle\mathbf E\rangle,$$

for every $\langle\mathbf E\rangle$. Hence $\tilde\Sigma J\Sigma=s_1s_2J$. Take determinants. Since $\det J=1$ and the determinant of a $2\times2$ matrix multiplied by $s_1s_2$ gains the factor $(s_1s_2)^2$,

$$\det\Sigma\,\det\tilde\Sigma=(s_1s_2)^2 . \tag{3}$$

With exchange symmetry, $\det\Sigma=s_1s_2$. This fixes the product of the two principal conductivities and leaves each of them free.

Stripes of equal width show the difference. Along the stripes the field is uniform and the conductivities are averaged. Across them the current is uniform and the resistivities are averaged:

$$\sigma_\parallel=\frac{s_1+s_2}{2},\qquad \sigma_\perp=\frac{2s_1s_2}{s_1+s_2},\qquad\sigma_\parallel\sigma_\perp=s_1s_2 .$$

For $s_1=4$ and $s_2=1$ in arbitrary units, $\sigma_\parallel=2.5$ and $\sigma_\perp=1.6$. Their product is 4, but neither equals $\sqrt4=2$. Exchange symmetry without isotropy is therefore not enough.

Equation (3) also holds for a single disordered cell. A finite-element solution of the field equations, made without use of duality, was carried out for a random pattern with equal areas of the same two phases. It gives $\sqrt{\det\Sigma}=2.010$ for the pattern and 1.994 after exchange. Their geometric mean is 2.002, while (3) requires 2. The difference of 0.1 % is the numerical error, because (3) has no sampling error. The last digit of each value depends on the mesh: on a mesh twice as fine the two values fall to 2.008 and 1.993, and their geometric mean to 2.001.

### (d) Now allow Hall components. How does a general real mixture of fields and turned fields change the conductivity?

**Solution.** Choose real constants $a,b,c,d$, the same everywhere in the film, and set

$$\mathbf E'=a\mathbf E+bJ\mathbf j,\qquad\mathbf j'=c\,\mathbf j+dJ\mathbf E . \tag{4}$$

By part (a), $\mathbf E'$ is curl-free and $\mathbf j'$ is divergence-free.

To find the new local law, represent a vector $\mathbf F$ by the complex number $F=F_x+iF_y$. Then $J\mathbf F$ is represented by $F_y-iF_x=-iF$. The local law becomes $j=(s-ih)E$. Define

$$z=h+is=i(s-ih),\qquad\text{so that}\qquad j=-izE .$$

Each phase is now a point in the upper half of the complex plane, with the Hall conductivity along the horizontal axis and the dissipative conductivity along the vertical one. In (4),

$$E'=aE+b(-i)(-iz)E=(a-bz)E,$$
$$j'=c(-iz)E+d(-i)E=-i(cz+d)E .$$

Comparison with $j'=-iz'E'$ gives

$$z'=\frac{cz+d}{a-bz}. \tag{5}$$

To see whether the new medium is dissipative, multiply numerator and denominator by $a-b\bar z$, where $\bar z$ is the complex conjugate. The numerator becomes $acz-bc|z|^2+ad-bd\bar z$, so

$$\operatorname{Im}z'=\frac{(ac+bd)\operatorname{Im}z}{|a-bz|^2}.$$

For $ac+bd>0$ the new film is again a proper conductor.

The same map applies to the effective conductivity of an isotropic film. Isotropy here means invariance under rotations in the plane, and a quarter turn suffices: if $\Sigma$ commutes with $J$, then writing out $J\Sigma=\Sigma J$ gives $\Sigma_{yy}=\Sigma_{xx}$ and $\Sigma_{yx}=-\Sigma_{xy}$. Thus $\Sigma=s_e+h_eJ$, and $\langle j\rangle=-iz_e\langle E\rangle$ with $z_e=h_e+is_e$. Averaging (4) repeats the steps above with $z$ replaced by $z_e$. The division is allowed because $\operatorname{Im}z_e=s_e>0$ by part (a), so $a-bz_e\neq0$. Therefore $z_e'$ follows from $z_e$ by (5).

### (e) Find the mixture that exchanges two different phases, and from it the effective conductivity of an isotropic, exchange-symmetric film.

**Solution.** We need $z_1\to z_2$ and $z_2\to z_1$ in (5):

$$cz_1+d=az_2-bz_1z_2,\qquad cz_2+d=az_1-bz_1z_2 .$$

Subtracting gives $c(z_1-z_2)=-a(z_1-z_2)$, so $c=-a$. If $b$ were zero, the first condition would read $d=a(z_1+z_2)$. Its imaginary part would force $a=0$, and nothing would be left. So $b\ne0$, and since a common factor in all four constants cancels in (5), we may set $b=1$. Write $a=k$, $c=-k$, $d=q$. The mixture is

$$\mathbf E'=k\mathbf E+J\mathbf j,\qquad\mathbf j'=-k\,\mathbf j+qJ\mathbf E,\qquad z'=\frac{kz-q}{z-k},$$

and both exchange conditions become the single equation

$$q=k(z_1+z_2)-z_1z_2 .$$

Here $z_1z_2=h_1h_2-s_1s_2+i(s_1h_2+s_2h_1)$. The imaginary and real parts give

$$k=\frac{s_1h_2+s_2h_1}{s_1+s_2},\qquad q=k(h_1+h_2)-h_1h_2+s_1s_2 . \tag{6}$$

The new medium must be dissipative, which requires $ac+bd=q-k^2>0$. From (6),

$$q-k^2=s_1s_2-(k-h_1)(k-h_2),$$

and putting each difference over the common denominator,

$$k-h_1=\frac{s_1(h_2-h_1)}{s_1+s_2},\qquad k-h_2=\frac{s_2(h_1-h_2)}{s_1+s_2}.$$

Their product is $-s_1s_2(h_1-h_2)^2/(s_1+s_2)^2$, hence

$$q-k^2=s_1s_2\left[1+\frac{(h_1-h_2)^2}{(s_1+s_2)^2}\right]>0 .$$

The primed film is the original with its phases exchanged. By symmetry its effective conductivity is again $z_e$, while by part (d) it is the image of $z_e$. So $z_e$ is mapped to itself:

$$z_e(z_e-k)=kz_e-q\;\Rightarrow\;z_e^2-2kz_e+q=0\;\Rightarrow\;z_e=k+i\sqrt{q-k^2}.$$

The other root has negative dissipation. In components,

$$\boxed{\;h_e=\frac{s_1h_2+s_2h_1}{s_1+s_2},\qquad s_e=\sqrt{s_1s_2}\,\sqrt{1+\frac{(h_1-h_2)^2}{(s_1+s_2)^2}}\;} \tag{7}$$

If $h_1=h_2=h$, then $h_e=h$ and $s_e=\sqrt{s_1s_2}$. A uniform Hall conductivity adds the current $hJ\mathbf E$, which is divergence-free by itself and leaves the electric field as it was. If $h_1\neq h_2$, the Hall current cannot cross a boundary unchanged, the field must rearrange, and $s_e$ rises above $\sqrt{s_1s_2}$. In $h_e$ the weight of $h_1$ is $s_2/(s_1+s_2)$, so the phase with the smaller $s$ counts more.

For $s_1=s_2=s$, equation (7) gives $s_e=\sqrt{s^2+(h_1-h_2)^2/4}$. As $s\to0$ this tends to $|h_1-h_2|/2$, not to zero. Here $s$ stays positive while it is reduced. The derivation does not cover $s=0$ itself, where the argument of part (a) no longer guarantees a unique solution.

## Second half: other compositions, and a graphene checkerboard

The following is carried over. Each phase has $\sigma_{xx}=s_i>0$ and $\sigma_{xy}=h_i$, combined in $z_i=h_i+is_i$. The effective value for an isotropic film is $z_e=h_e+is_e$. The matrix $J$ turns vectors by a right angle. Mixing fields as $\mathbf E'=a\mathbf E+bJ\mathbf j$, $\mathbf j'=c\mathbf j+dJ\mathbf E$ with real constants and $ac+bd>0$ produces another conducting film, in which $z_1$, $z_2$ and $z_e$ all change by

$$z'=\frac{cz+d}{a-bz}. \tag{5}$$

Without Hall components the effective matrix is symmetric, and in an isotropic film the effective conductivities before and after exchange have the product $s_1s_2$, equation (2). If the film is isotropic and unchanged by exchange of its phases, $z_e$ is given by (7).

### (f) Drop exchange symmetry and keep isotropy. The area fractions are arbitrary. Which values of $(h_e,s_e)$ are possible?

This part has established how mixing fields with turned fields transforms the conductivities, and from this the effective conductivity (7) of an isotropic, exchange-symmetric film. It remains to answer question (f), on isotropic films without exchange symmetry, and to apply the results to a graphene checkerboard of electron and hole squares.

Numbers in the example were calculated in double precision.
